# Cation coordination number from a partial pair distribution function

## Result

In an oxide with cations of species \(a\) and oxygens of species \(b\), the mean number of oxygens within a distance \(R\) of a cation is

\[
n_{ab}(R)=4\pi\rho_b\int_0^R r^2 g_{ab}(r)\,dr ,\qquad \rho_b=\frac{N_b}{V}. \tag{1}
\]

Here \(g_{ab}\) is the partial pair distribution function, equal to 1 for uncorrelated positions, and \(N_b\) is the number of oxygens in the volume \(V\). The density in front belongs to the species that is counted. It must refer to the same volume that normalised \(g_{ab}\).

Equation (1) gives a definite number for each \(R\). Calling one of these numbers "the" coordination number requires a choice of cutoff. I take the first minimum of \(g_{ab}\), at \(R_m\), and work out below what that choice costs.

Lengths in the algebra are in bohr and energies in hartree; the example uses nm and eV.

## Entry 1: oxygens without correlations

Let the oxygens be spread at random, without regard to the cations. A shell of radius \(r\) and thickness \(dr\) around a cation has volume \(4\pi r^2dr\) and holds on average \(4\pi r^2\rho_b\,dr\) oxygens. Integrating,

\[
n^{\rm uniform}(R)=\frac{4\pi}{3}R^3\rho_b .
\]

The cation density does not appear: adding cations adds centres from which to count, but leaves the average count per centre unchanged.

## Entry 2: correlated positions

In a real oxide the shell population differs from the uniform value. Define \(g_{ab}\) as the ratio of the two. Count all vectors from a cation \(i\) to an oxygen \(j\), average over their directions, and set

\[
\frac{1}{4\pi}\int d\Omega\,
\Big\langle\sum_{i\in a}\sum_{j\in b}\delta(\mathbf r-\mathbf r_j+\mathbf r_i)\Big\rangle
=N_a\rho_b\,g_{ab}(r). \tag{2}
\]

The right side is the number of cations times the oxygen density seen from one of them. Multiply by \(4\pi r^2\) and integrate from 0 to \(R\). On the left, each delta function contributes 1 if its pair is closer than \(R\) and 0 otherwise, so the left side becomes the number of such pairs, \(N_a n_{ab}(R)\). Hence

\[
N_a n_{ab}(R)=N_a\rho_b\int_0^R4\pi r^2g_{ab}(r)\,dr ,
\]

and division by \(N_a\) gives (1).

Two limits check the factors. For \(g_{ab}=1\), the uniform count returns. For a single sharp shell of \(Z\) oxygens at distance \(d\), the shell population is \(Z\delta(r-d)\), so \(g_{ab}=Z\delta(r-d)/(4\pi\rho_bd^2)\), and (1) gives \(Z\) for any \(R>d\).

If several cation species share the oxygen, as in a silicate, (1) holds for each with the same \(\rho_b\). The mean over all cations is \(\sum_a N_a n_{ab}/\sum_a N_a\), where each \(n_{ab}\) may need its own cutoff.

## Entry 3: which density, and which volume

A pair closer than \(R\) is the same pair seen from either end. Therefore \(g_{ba}=g_{ab}\), and the number of cations around an oxygen is

\[
n_{ba}(R)=4\pi\rho_a\int_0^Rr^2g_{ab}(r)\,dr,
\qquad N_a n_{ab}=N_b n_{ba}.
\]

Putting the cation density into (1) thus returns the coordination of oxygen by cations. Putting in the total atom density \(\rho\) multiplies the correct answer by \(\rho/\rho_b\), which is 3/2 in a dioxide.

The volume matters in the same way. By (2), for a fixed set of pairs the product \(\rho_bg_{ab}\) does not depend on \(V\), while its factors do. Suppose a film of volume \(V_f\) sits in a simulation cell of volume \(V_c\) that also contains vacuum. If \(g_{ab}\) is normalised with \(V_c\) but \(\rho_b\) is taken from the film, the result is too large by \(V_c/V_f\). Using either volume in both places removes the error.

## Entry 4: a route that measures no distances

If \(g_{ab}\) is built from a list of distances using \(\rho_b\), the density cancels when it is put back into (1), and a numerical comparison says little about it. A Fourier construction avoids this. In a periodic cell, including all periodic images of each pair vector \(\mathbf d\),

\[
\sum_{\mathbf L}\delta(\mathbf r-\mathbf d-\mathbf L)
=\frac1V\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf r-\mathbf d)} ,
\]

where \(\mathbf L\) runs over the cell translations and \(\mathbf k\) over the reciprocal vectors of the cell. Define \(A(\mathbf k)=\sum_{i\in a}e^{i\mathbf k\cdot\mathbf r_i}\), and \(B(\mathbf k)\) likewise for the oxygens. Summing over pairs with \(\mathbf d=\mathbf r_j-\mathbf r_i\) turns the phase factor into \(A(\mathbf k)B^*(\mathbf k)\). Dividing by \(N_a\rho_b\) gives the prefactor \(1/(N_a\rho_bV)=1/(N_aN_b)\). The term \(\mathbf k=0\) equals 1. The directional average of \(e^{i\mathbf k\cdot\mathbf r}\) is \(\sin(kr)/(kr)\), and the terms \(\pm\mathbf k\) combine to a real sum:

\[
g_{ab}(r)=1+\frac1{N_aN_b}\sum_{\mathbf k\ne0}
{\rm Re}\,[A^*(\mathbf k)B(\mathbf k)]\,\frac{\sin kr}{kr}. \tag{3}
\]

No density enters the prefactor of (3), so the factor \(\rho_b\) in (1) is put to a real test. A factor \(e^{-k^2\sigma^2/2}\) makes the sum converge; it blurs each pair vector with a Gaussian of width \(\sigma\) per component.

I applied this to one of the hafnia cells described in Entry 8, with \(\sigma=0.025\) nm and \(R=0.266\) nm. Integrating the Fourier function with the oxygen density gave 5.904028 oxygens per hafnium. Counting pairs directly, each weighted by its probability of lying inside \(R\) after the same blurring, gave 5.904028. With the hafnium density, the integral gave 2.952014 hafniums per oxygen, and the direct count agreed to all printed digits.

## Entry 5: an error in the density

What an error \(\delta\rho_b\) does depends on what is held fixed. If \(g_{ab}\) and \(R\) are fixed, (1) is proportional to \(\rho_b\), and

\[
\delta n_{ab}=n_{ab}\,\frac{\delta\rho_b}{\rho_b}.
\]

Diffraction gives structure factors rather than \(g_{ab}\). Suppose the partial structure factor has already been separated from the measured total, in the convention

\[
S_{ab}(k)-1=\rho\int[g_{ab}(r)-1]\,e^{i\mathbf k\cdot\mathbf r}\,d^3r .
\]

Fixed \(S_{ab}\) fixes \(\rho(g_{ab}-1)\). At fixed composition \(\rho_b\) is a fixed fraction of \(\rho\), so \(H(r)=\rho_b[g_{ab}(r)-1]\) is fixed too. Insert \(\rho_bg_{ab}=\rho_b+H\) in (1):

\[
n_{ab}=\frac{4\pi}{3}R^3\rho_b+4\pi\int_0^Rr^2H(r)\,dr,
\qquad
\delta n_{ab}=\frac{4\pi}{3}R^3\,\delta\rho_b .
\]

Now the uniform part alone responds. The error is smaller than in the first case when the coordination exceeds the uniform count in the same ball. For uncorrelated positions the two errors coincide, as they must.

## Entry 6: the cutoff

Differentiating (1) with respect to its upper limit gives

\[
\frac{dn_{ab}}{dR}=4\pi\rho_bR^2g_{ab}(R).
\]

The count is stationary where \(g_{ab}\) vanishes. At a minimum with \(g_m=g_{ab}(R_m)>0\) it still rises. To see how fast, put \(r=R_m+x\) and \(g_{ab}=g_m+\tfrac12g_m''x^2+O(x^3)\); the linear term is absent at a minimum. Then

\[
r^2g_{ab}=R_m^2g_m+2R_mg_mx+\left(g_m+\tfrac12R_m^2g_m''\right)x^2+O(x^3).
\]

Integrating from 0 to \(\delta=R-R_m\),

\[
n(R)-n(R_m)=4\pi\rho_b\left[R_m^2g_m\delta+R_mg_m\delta^2
+\left(\frac{g_m}{3}+\frac{R_m^2g_m''}{6}\right)\delta^3\right]+O(\delta^4). \tag{4}
\]

For \(g_m=0\) the first two terms vanish and a plateau remains, flat up to the cubic term. For \(g_m>0\) there is a slope, and a coordination number quoted without its cutoff is incomplete.

Another convention puts the cutoff at the minimum of \(r^2g_{ab}\), where the count rises most slowly. There \(2rg+r^2g'=0\), so \(g'=-2g/r\). Near \(R_m\), \(g'\approx g_m''\delta\). To leading order in a small shift,

\[
\delta\approx-\frac{2g_m}{R_mg_m''}.
\]

The shift is negative, since \(g_m''>0\) at a minimum.

A fluorite lattice gives a case with known shells. Each cation sits at the centre of a cube of eight oxygens, at distance \(\sqrt3\,a_0/4\), where \(a_0\) is the cubic edge; the next oxygens are at \(\sqrt{11}\,a_0/4\). Without broadening, any cutoff between these distances gives 8. I took \(a_0=0.51\) nm and broadened every distance by \(\sigma=0.035\) nm, using the distribution derived in Entry 7. The minimum of \(g\) then lies at 0.3193 nm, with \(g_m=0.066\). Direct minimisation of \(r^2g\) gives a shift of \(-0.001050\) nm; the formula gives \(-0.001045\) nm, about 0.5 % smaller in size.

## Entry 7: thermal or instrumental broadening

Let a pair vector \(\mathbf d\) acquire an isotropic Gaussian displacement of width \(\sigma\) per component. The distribution of the new length \(r\) is

\[
p(r|d)=\frac{2\pi r^2}{(2\pi\sigma^2)^{3/2}}
\int_{-1}^{1}d\mu\;e^{-(r^2+d^2-2rd\mu)/2\sigma^2},
\]

where \(\mu\) is the cosine of the angle between the old and new vectors. The integral over \(\mu\) brings a factor \(\sigma^2/(rd)\) and the difference of the exponentials at \(\mu=\pm1\). Completing the squares,

\[
p(r|d)=\frac{r}{d\sigma\sqrt{2\pi}}
\left[e^{-(r-d)^2/2\sigma^2}-e^{-(r+d)^2/2\sigma^2}\right].
\]

For \(\sigma\to0\) this tends to \(\delta(r-d)\), as it should.

The effect on the count follows for small \(\sigma\). Blurring a smooth function \(f(\mathbf r)\) changes it by \(\tfrac12\sigma^2\nabla^2f\) to leading order, because the linear average of the displacement is zero and each squared component averages to \(\sigma^2\). With \(f=\rho_bg_{ab}\), the divergence theorem over the ball gives

\[
\delta n_{ab}\approx\frac{\sigma^2}{2}\,4\pi R^2\rho_b\,g_{ab}'(R).
\]

This vanishes at the minimum of \(g_{ab}\). To this order, a cutoff there makes the count insensitive to broadening: as many neighbours leave the ball as enter it. The argument needs \(g_{ab}\) to vary slowly over \(\sigma\) near \(R\). If the first two shells merge, there may be no minimum at which to put the cutoff.

## Entry 8: amorphous hafnium dioxide

The example is a structural model of a high-k gate oxide at a rough film density of 9.5 g/cm³. Four periodic cells each contain 96 Hf and 192 O, with edge 1.5229 nm. In atomic units the pair energy is

\[
u(r)=qq'\left[\frac1r-\frac1{r_c}+\frac{r-r_c}{r_c^2}\right]
+|qq'|\frac{s^8}{9r^9}.
\]

The bracket is dropped beyond \(r_c\), which is just under half the cell edge. The charges are 2.4 for Hf and \(-1.2\) for O. The core lengths \(s\) are 0.18 nm for Hf–O, 0.22 nm for O–O and 0.25 nm for Hf–Hf. These are round model parameters, not fitted ones. Random starts, with very close contacts excluded, were relaxed by at most 300 iterations of a quasi-Newton method. The largest rms force component left in any of the four cells was 0.294 eV/nm. The density is imposed, not relaxed: with these parameters, cells relaxed at 9.5 g/cm³ are under a virial pressure of about 15 GPa, so the model is a compressed glass.

The oxygen density is

\[
\rho_{\rm O}=\frac{192}{(1.5229\ {\rm nm})^3}=54.36\ {\rm nm^{-3}} .
\]

I built \(g\) from the pooled Hf–O distances, broadened by \(\sigma=0.01\) nm, a rough room-temperature size. Its first peak is at 0.207 nm, with height 5.93. Its first minimum is at 0.266 nm (5.03 bohr), with \(g_m=0.193\). Between 0.55 and 0.72 nm its volume-weighted mean is 0.955, close to the uncorrelated value. Normalising with the hafnium density would have doubled this.

Integrating numerically to the minimum gives

\[
n_{\rm HfO}=4\pi\rho_{\rm O}\int_0^{0.266\,{\rm nm}}r^2g\,dr=6.01 .
\]

A uniform oxygen distribution would put \((4\pi/3)(0.266)^3(54.36)=4.29\) oxygens in the same ball, so correlations add 1.72. Counting the unbroadened neighbours gives 6.02. The difference, \(-0.006\), is small, as Entry 7 leads one to expect at a minimum. These digits describe this set of four cells. Other random starts, an Ewald sum in place of the truncated Coulomb term, a shorter \(r_c\) of 0.6 nm or a longer relaxation move the minimum between about 0.261 and 0.274 nm, \(g_m\) between about 0.12 and 0.20, and the count at the minimum between about 5.9 and 6.05. As a property of the model the coordination is 6.0 to within about 0.1.

The total atom density, 81.54 nm⁻³, would have given 9.01. The hafnium density, 27.18 nm⁻³, gives 3.00, which is the coordination of oxygen by hafnium.

The mean conceals a distribution. Of the hafnium atoms, 67.2 % have six oxygens, 15.4 % have five and 16.9 % have seven; 0.3 % have four and 0.3 % have eight. The standard deviation is 0.59. Equation (1) cannot supply these shares, since different distributions can have the same mean.

At the cutoff the slope is

\[
4\pi(54.36)(0.266)^2(0.193)\approx9.3\ {\rm nm^{-1}} .
\]

A shift of 0.02 nm would change the count by 0.19 in the linear term of (4). The full integral gives 5.79 at 0.246 nm and 6.24 at 0.286 nm, changes of \(-0.22\) and \(+0.23\). Higher terms therefore matter at this distance. The minimum of \(r^2g\) lies at 0.264 nm and gives 5.99, so here the choice between the two minima hardly matters.

If the density is 5 % too low with \(g\) fixed, the result falls by \(0.05\times6.01=0.30\). With the structure factor fixed it falls by \(0.05\times4.29=0.21\). Both figures keep the cutoff fixed, and both describe an error of analysis, not a change in the material.

To see the material respond, I relaxed three new cells at 9.0 g/cm³. At the same cutoff the counted coordination was 5.75, with a standard error of 0.04, against 6.02 at the higher density. The four denser cells happen to agree closely, which gives a standard error of 0.007 for the latter, but so few cells can badly understate the scatter. Even with an error of 0.04 on both means, the drop of 0.27 is well outside the uncertainty. In this model, then, a less dense oxide has fewer neighbours inside the fixed cutoff. Both densities are imposed under compression, about 15 and 9 GPa, so the drop is a response to lower pressure and need not carry over to unstressed films of different density.

## Entry 9: a thin film has faces

Cut a film of thickness \(t\) from the homogeneous, isotropic bulk without letting it rebond. Take a pair of length \(r\le t\) whose direction has cosine \(\mu\) to the film normal. Its ends differ in height by \(r|\mu|\). For a cation height distributed uniformly over the film, the other end also lies inside with probability \(1-r|\mu|/t\). Since \(\mu\) is uniform between \(-1\) and 1, \(|\mu|\) averages to 1/2:

\[
n_{\rm film}=4\pi\rho_b\int_0^Rr^2g_{ab}(r)\left(1-\frac r{2t}\right)dr
=n_{ab}\left(1-\frac{\langle r\rangle}{2t}\right),
\]

where \(R\le t\), and \(\langle r\rangle=\int_0^R r^3g\,dr\big/\int_0^R r^2g\,dr\) is the mean bond length inside the cutoff. As \(t\to\infty\) the bulk value returns.

In the model \(\langle r\rangle=0.2123\) nm. For a slab as thick as the cell, the predicted loss is \(0.2123/(2\times1.5229)=6.97\) %. Cutting the four cells at 50 evenly spaced planes along each axis and counting severed bonds gave 6.99 %. For a 3 nm film the loss is \(0.2123/6=3.5\) %, or 0.21 neighbours.

## Beside real gate oxides

A thickness of a few nanometres and a density somewhat below that of the crystal are in the range of real hafnia gate layers. The model's mean of 6.0 is one neighbour below the sevenfold hafnium of the monoclinic crystal. It should not be taken as a measured value for the glass: the model holds this density only under about 15 GPa, the ions are rigid and unpolarizable, covalency is absent, and direct relaxation from random positions replaces deposition and annealing. The size of these effects was not computed.

Real devices also break the assumption of a homogeneous bulk. For a 3 nm film cut from this model, unrepaired faces lower the mean by 0.21. Bonds to the neighbouring layers can restore some of that loss, but they may join the hafnium to oxygens that belong to another layer. A quoted coordination number should then say whether those oxygens are counted, along with the cutoff and the density used.
